Relaxation and pair correlation in second-order corrections to Koopmans' theorem

**Question.** Koopmans' theorem takes minus a Hartree-Fock orbital energy as the energy needed to remove an electron from that orbital or, if the orbital is empty, as the energy released when an electron enters it. It neglects both the relaxation of the other orbitals and electron correlation. Why do these two omissions tend to cancel for ionization and to add for attachment, and how does the second-order self-energy show it?

**Answer.**

**The mechanism**

The two effects lower the energies of different systems. Relaxation lowers the energy of the ion, whether cation or anion, because the frozen orbitals were optimized for the neutral molecule. Pair correlation is expected to lower more strongly the energy of the system with more electrons, because it has more pairs. This counting leaves out the excitations that a hole opens or an added electron blocks, and the argument that follows assumes these are the smaller effect.

In ionization the ion has fewer electrons. Relaxation stabilizes the cation and reduces the ionization energy; correlation favours the neutral and increases it. In attachment the ion has more electrons. Both effects then favour the anion and increase the electron affinity. The statement about relaxation follows from the variational principle. The one about correlation is a tendency, and the formula below shows what can spoil it.

**The first-order result**

Let the neutral molecule have N electrons and a closed-shell Hartree-Fock determinant Φ, with real canonical spin orbitals. Indices i, j denote occupied orbitals, a, b empty ones, and p, q any. The nuclei are fixed. Write h for the one-electron Hamiltonian and

<pq||rs> = <pq|rs> − <pq|sr>

for the antisymmetrized repulsion integrals, which vanish when p = q or r = s. The neutral Fock matrix is diagonal:

f_pq = h_pq + Σ_j <pj||qj> = ε_p δ_pq.

The energy of Φ is Σ_i h_ii + ½ Σ_ij <ij||ij>. Removing an electron from occupied orbital k deletes h_kk and every repulsion term containing k. Such terms occur twice in the double sum, which cancels the factor ½, so the energy changes by

−h_kk − Σ_j <kj||kj> = −ε_k.

Adding an electron to empty orbital c changes it by h_cc + Σ_j <cj||cj> = ε_c. Define the binding energy B_p as E(N−1) − E(N) for an occupied p, and as E(N) − E(N+1) for an empty p. In both cases frozen orbitals give B_p = −ε_p.

**The second-order energies**

Use one zeroth-order Hamiltonian for the neutral and both ions, the neutral Fock operator H0 = Σ_p ε_p n_p, where n_p is the occupation number. The perturbation is V = H − H0. The first-order result above is the difference of the expectation values of H. For a reference determinant D, the next correction is

E₂ = −Σ_I <I|H|D>² / (E0_I − E0_D),

where I runs over the other determinants and E0 is a sum of occupied orbital energies. Here V may be replaced by H because H0 does not connect different determinants. I take p to be the HOMO or the LUMO, with no degeneracy except that of spin. All the denominators needed are then positive, as shown below.

H contains at most two-electron operators, so I differs from D by one or two orbitals. Moving an electron from i to a gives, up to a sign,

<I|H|D> = h_ai + Σ_(j in D) <aj||ij>.

For the neutral this is f_ai = 0, so only double excitations remain. For the cation without k it is f_ai − <ak||ik> = −<ak||ik>, and for the anion with c it is +<ac||ic>. These couplings are the change in the mean field felt by the other electrons.

Two kinds of single excitation involve p itself. In the cation an electron i may fill k, with coupling −<kk||ik> = 0. In the anion the added electron may move from c to a, with coupling <ac||cc> = 0. Neither contributes.

**Relaxation**

The single excitations therefore lower the energy of either ion by

S = Σ_ia <pa||pi>² / (ε_a − ε_i), with i, a ≠ p.

The ion's energy enters B_p with a plus sign for ionization and a minus sign for attachment. The contribution R to the binding energy is

R = −S for ionization,
R = +S for attachment.

To see that S is orbital relaxation, scale the perturbation, H(λ) = H0 + λV, and let the ion's occupied orbitals rotate by small amounts t_ai into the empty ones. With v_ai the single-excitation coupling, the energy of the rotated determinant is

E(t) = constant + Σ_ia [ (ε_a − ε_i) t_ai² + 2λ v_ai t_ai ] + higher order.

Setting the derivative to zero gives t_ai = −λ v_ai/(ε_a − ε_i). Substitution gives +λ²v_ai²/(ε_a − ε_i) from the first term and minus twice that from the second. The total is −λ² Σ_ia v_ai²/(ε_a − ε_i) = −λ²S. Rotations involving p have zero coupling and do not contribute at this order. The neutral orbitals stay self-consistent for every λ, since the neutral Fock operator of H(λ) is still H0, so the neutral has no λ² term. S is thus the leading relaxation energy when the spin orbitals of the ion may relax separately, as in unrestricted Hartree-Fock theory.

**Pair terms for ionization**

The double excitations of the neutral give

E₂(N) = −¼ Σ_ijab <ij||ab>² / (ε_a + ε_b − ε_i − ε_j).

The factor ¼ compensates for counting each pair ij and each pair ab twice. When k is emptied, the terms with i = k or j = k disappear. These two equal sets turn ¼ into ½. Losing this negative energy raises the cation, so the ionization energy gains, with p = k,

G = ½ Σ_iab <pi||ab>² / (ε_a + ε_b − ε_p − ε_i), with i, a, b ≠ p.

The cation also has excitations forbidden in the neutral: two electrons leave i and j, one entering the vacancy k and the other an empty orbital a. They lower the cation and contribute

L = −½ Σ_aij <pa||ij>² / (ε_p + ε_a − ε_i − ε_j), with a, i, j ≠ p.

All other double excitations occur in both systems with equal couplings squared and equal denominators, and cancel in the difference.

**Pair terms for attachment**

The added electron in c can be excited together with an old electron i into a and b. This lowers the anion. Because the anion's energy is subtracted in the affinity, the contribution is positive and is the same expression G, now with p = c.

The occupied c also blocks neutral excitations from i and j into c and a. The neutral keeps their energy lowering and the anion loses it. This reduces the affinity by the magnitude of the same expression L. The pair terms thus have the same form in both processes, while relaxation changes sign.

**The self-energy**

The diagonal second-order self-energy is

Σ_pp(E) = ½ Σ_iab <pi||ab>² / (E + ε_i − ε_a − ε_b)
 + ½ Σ_aij <pa||ij>² / (E + ε_a − ε_i − ε_j).

Evaluate it at E = ε_p. For an occupied p, the first sum is −G, since its i = p terms vanish. In the second sum, the terms with i = p and those with j = p are equal. Together they give

Σ_ja <pa||pj>² / (ε_a − ε_j) = S = −R,

and the remainder is −L. For an empty p, the second sum is −L, since its a = p terms vanish. In the first sum, the terms with a = p or b = p give

Σ_ib <pi||pb>² / (ε_i − ε_b) = −S = −R,

and the remainder is −G. In both cases

B_p = −ε_p − Σ_pp(ε_p) = −ε_p + R + G + L.

Relaxation comes from the sum with two holes and one particle for ionization, and from the sum with two particles and one hole for attachment. These sums have denominators of opposite sign, which is the algebraic origin of the change of sign.

**What fixes the signs**

In S every denominator is positive, because empty orbitals lie above occupied ones. The same ordering makes G positive or zero for any occupied p, and L negative or zero for any empty p. The other two cases need a frontier orbital. For the HOMO, ε_p ≥ ε_i and ε_a > ε_j, so the denominator of L is positive. For the LUMO, ε_a ≥ ε_p and ε_b > ε_i, so the denominator of G is positive. Hence G ≥ 0 and L ≤ 0 for both frontier orbitals.

The sign of G + L is not fixed. Relaxation and the net pair term oppose each other for ionization and add for attachment when

G + L > 0.

**Lithium hydride**

Take LiH at a bond length of 1.60 Å. The basis is 6-31G, with one s and one p Gaussian of exponent 0.007 added on Li and one p Gaussian of exponent 0.4 on H (exponents in inverse square bohr). This gives 18 spatial orbitals. All four electrons are correlated. The numbers illustrate the decomposition in this small basis and are not converged predictions. A larger basis of 57 orbitals (triple-zeta, with core and further diffuse functions) keeps every sign but moves the values well beyond the digits shown. For ionization the Koopmans value becomes 8.20 eV, R −0.98, G +0.77 and L −0.009 eV, the cancellation 78% and the second-order result 7.98 eV. For attachment the Koopmans value becomes 0.211 eV, R +0.020, G +0.058 and L −0.011 eV, and the second-order result 0.277 eV. Sums are formed before rounding.

The HOMO energy is −8.148 eV, so Koopmans' ionization energy is 8.148 eV. Evaluating the sums over orbitals gives

R = −0.940 eV, G = +0.612 eV, L = −0.001 eV,
R + G + L = −0.329 eV,
B = 8.148 − 0.329 ≈ 7.82 eV.

The net pair term, 0.611 eV, cancels 65% of the relaxation term.

The size of G can be traced. The neutral second-order correlation energy is −0.621 eV, and G is the magnitude of the part belonging to pairs that contain the ionized electron. In this basis, which has no functions for core correlation, the other pairs account for only 0.009 eV. In the larger basis they account for 0.93 eV, so the bound that follows is useful only in the small one. By spin symmetry, the ionized electron's pairs with the core electrons contribute as much as those of its HOMO partner, hence at most 0.009 eV. At least 0.603 eV of G therefore comes from the single pair in the HOMO.

Part of the reason L is small is visible in its denominator. After ionization one HOMO electron and two core electrons remain, so an excitation of two electrons must involve the core. The core orbital energy is −66.552 eV and the LUMO energy −0.171 eV, so the smallest denominator is

−0.171 + 66.552 = 66.381 eV.

The smallest denominator of G is 2(8.148 − 0.171) = 15.95 eV, only about four times smaller, whereas G exceeds the magnitude of L by a factor of more than five hundred in this basis (about 86 in the larger one). The smallest denominators alone therefore do not account for the gap; the size of the couplings, not analysed here, also enters. That every term of L involves the core is special to a molecule with a single valence pair. LiH is therefore a favourable case, and its numbers do not show that L is small against G, or that G + L is positive, in molecules with several valence pairs.

For attachment to the LUMO, Koopmans' affinity is 0.171 eV, and

R = +0.016 eV, G = +0.039 eV, L = −0.011 eV,
R + G + L = +0.044 eV,
B = 0.171 + 0.044 ≈ 0.214 eV.

Blocking removes part of the new pair correlation, but the net pair term remains positive at 0.028 eV and adds to relaxation.

**Beyond second order**

Separate self-consistent calculations on the neutral and the ion, unrestricted for the ion, include relaxation fully. Full configuration interaction (full CI), which diagonalizes H in all determinants of the basis, includes correlation as well. Define the remaining correlation contribution as the difference between these two binding energies. For ionization,

8.148 − 1.137 + 0.855 = 7.866 eV,

where the terms are the Koopmans value, full relaxation and remaining correlation. Relaxation alone gives 7.011 eV, which is 0.855 eV below full CI. Koopmans' value is only 0.282 eV above it, because it omits both opposing effects. In the larger basis a coupled-cluster reference, CCSD(T), gives 7.99 eV, and Koopmans' value lies 0.21 eV above it.

For attachment the corresponding sum is

0.171 + 0.025 + 0.036 = 0.231 eV.

Koopmans' value is 0.061 eV too small relative to full CI. That is 26% of the affinity, compared with 4% of the ionization energy. Both percentages refer to the small basis. The affinity is especially basis-dependent, since the second-order value in the larger basis, 0.277 eV, already exceeds this full-CI value.

The second-order errors follow the same pattern. For ionization, second order underestimates the magnitude of relaxation by 0.198 eV and the correlation contribution by 0.244 eV. These errors oppose each other, leaving the result 0.046 eV below full CI. For attachment the deficits, 0.009 and 0.008 eV, add to 0.017 eV. The close second-order ionization energy thus owes much to compensation.

**Where the argument fails**

The condition G + L > 0 can fail for attachment. Consider H₂ at 0.74 Å in the minimal STO-3G basis, with an even orbital g, doubly occupied, and an odd orbital u, empty. Add an electron to u. Relaxation would mix g with u, but the coupling integral contains three odd functions and one even function and vanishes by inversion symmetry. G needs two empty spin orbitals besides the one just filled, and there is only one. What remains is blocking of the neutral's excitation of both electrons from g to u:

R = 0, G = 0, L = −0.36 eV.

Correlation now lowers the affinity. Full CI in this basis agrees in sign, with a shift of −0.56 eV from Koopmans' value. That shift is the correlation energy of the neutral, because the anion has only one determinant of its spin and inversion symmetry. Koopmans' affinity here is −18.26 eV, so the example shows how the terms can behave in a restricted orbital space; it does not describe a bound anion.

For a deep hole, the sign of L itself is no longer guaranteed. If an electron is removed from the Li core of LiH, the two HOMO electrons can be excited so that one fills the core hole and the other enters the LUMO. The denominator is

−66.552 − 0.171 + 2(8.148) = −50.43 eV.

This final configuration lies below the core-hole reference in zeroth order. An empty orbital high enough in energy would bring such a denominator close to zero, where a nonzero coupling makes the second-order term unreliable. A negative denominator makes its term of L positive. For the Li core hole in this basis such terms are outweighed by the others, and L is still negative, about −0.007 eV (−0.027 eV in the larger basis). The proof that L ≤ 0 nevertheless does not carry over to core ionization, although G ≥ 0 and S ≥ 0 still hold for any occupied orbital.

The molecular numbers use the small basis 6-31G, STO-3G and are not converged values.
